\section*{Folding silicon's conduction valley into the eight-atom cubic cell}

\section*{Problem}

Silicon has the face-centred cubic lattice with cubic edge $a$ and two atoms per primitive cell. Its conduction minimum on the positive $x$ axis lies at about $0.85$ of the way from $\Gamma$ to
\[
\mathbf X=\frac{2\pi}{a}(1,0,0).
\]
A calculation uses the conventional cubic cell, which contains eight atoms.

\begin{enumerate}
\item Find the reciprocal lattices of the two cells and the extent of each Brillouin zone along $x$.
\item Show that the minimum folds to a point $0.15$ of the original $\Gamma$--$X$ distance from $\Gamma$. State on which side it lies, and what happens to the other five minima.
\item Does folding make the gap direct, or allow a vertical optical transition into the valley?
\item For $a=0.543$ nm, give the distances in nm$^{-1}$. Using a simple band model, find what a calculation at $\Gamma$ of the large cell would miss.
\end{enumerate}

Take the crystal as perfect, periodic and unstrained. Wavevector triples below are in units of $2\pi/a$, which is the original $\Gamma$--$X$ distance.

\section*{Solution}

\subsection*{1. Two lattices and two zones}

A reciprocal vector $\mathbf G$ satisfies $e^{i\mathbf G\cdot\mathbf R}=1$ for every lattice translation $\mathbf R$. Write $\mathbf G=(2\pi/a)(h,k,l)$. For the cubic cell the translations are generated by $a\hat{\mathbf x}$, $a\hat{\mathbf y}$ and $a\hat{\mathbf z}$, so the condition is that $h$, $k$ and $l$ are integers.

The primitive translations are
\[
\mathbf a_1=\frac a2(0,1,1),\quad
\mathbf a_2=\frac a2(1,0,1),\quad
\mathbf a_3=\frac a2(1,1,0).
\]
The three conditions $\mathbf G\cdot\mathbf a_i=2\pi\times\text{integer}$ become
\[
\frac{k+l}{2},\quad \frac{h+l}{2},\quad \frac{h+k}{2}
\quad\text{all integers}.
\]
Adding the last two and subtracting the first gives $h$, so $h$ is an integer; the same argument holds for $k$ and $l$. Each pair has an even sum, so the three integers are all even or all odd. Thus $(1,0,0)$ is a reciprocal vector of the cubic cell but not of the primitive one.

The Brillouin zone is the set of points at least as close to $\Gamma$ as to any other reciprocal lattice point. For $\mathbf k=(t,0,0)$ with $t\ge0$ this means
\begin{align}
t^2&\le (t-h)^2+k^2+l^2,\\
2th&\le h^2+k^2+l^2 .
\end{align}
Vectors with $h\le0$ impose no restriction. For $h>0$,
\begin{equation}
t\le\frac{h^2+k^2+l^2}{2h}.
\end{equation}
In the cubic cell the tightest condition comes from $(1,0,0)$ and gives $t\le 1/2$. In the primitive cell, $h=1$ requires odd $k,l$ and gives at best $3/2$; $h=2$ permits $(2,0,0)$ and gives $1$; $h\ge3$ gives at least $3/2$. The original zone therefore reaches $t=1$, the point $X$, while the cubic zone ends at $t=1/2$. The minimum at $t=0.85$ is inside the first and outside the second.

\subsection*{2. The fold}

A Bloch state obeys $\psi_{\mathbf k}(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\psi_{\mathbf k}(\mathbf r)$. Let $\mathbf g=(1,0,0)$ in our units. For a cubic translation, $e^{i\mathbf g\cdot\mathbf R}=1$, so $\mathbf k$ and $\mathbf k-\mathbf g$ give the same phase. They are two names for one label of the large cell. Subtracting $\mathbf g$ gives
\begin{equation}
\mathbf q=(0.85,0,0)-(1,0,0)=(-0.15,0,0).
\end{equation}
Since $0.15<1/2$, this point is inside the cubic zone, and
\begin{equation}
\frac{|\mathbf q|}{2\pi/a}=0.15 .
\end{equation}
This is the required distance. The valley from the positive $x$ axis lands on the negative side.

The denominator matters. The cubic zone's own distance from $\Gamma$ to its face is $\pi/a$, half the original $\Gamma$--$X$ distance. Measured against that length, the same point is at $0.15/0.5=0.30$.

For a general point $t$ between $0$ and $1$, no subtraction is needed if $t\le1/2$; otherwise the label is $t-1$. The folded distance is therefore
\begin{equation}
d(t)=\min(t,1-t).
\end{equation}
The limit $t=1$ gives $d=0$: the original $X$ point lands on $\Gamma$. At $t=1/2$ the point is on the zone face, where the labels $1/2$ and $-1/2$ are equivalent.

The other minima follow by symmetry. The one at $(-0.85,0,0)$ moves to $(0.15,0,0)$, and the pairs on $y$ and $z$ behave likewise. The six valleys land on six distinct points. A state displaced by $\boldsymbol\kappa$ from the original minimum moves to $\mathbf q+\boldsymbol\kappa$ with its energy unchanged. Each valley is thus shifted rigidly, keeping its shape, orientation and effective masses.

A larger cell needs a new fold. For a cube of edge $4a$, reciprocal vectors along $x$ are multiples of $0.25$, and the zone ends at $0.125$. Then $0.85-0.75=0.10$, so the distance is $0.10$ instead of $0.15$.

\subsection*{3. Why the transition remains forbidden}

The perfect crystal retains translations that the cubic cell does not use as labels. One is $\mathbf R_0=(a/2)(1,1,0)$, for which
\begin{equation}
e^{i\mathbf g\cdot\mathbf R_0}
=\exp\!\left[i\frac{2\pi}{a}\frac a2\right]=e^{i\pi}=-1 .
\end{equation}
This translation distinguishes the folded valley from a state whose primitive wavevector really is $(-0.15,0,0)$.

Let $v$ be a valence state with primitive wavevector $\mathbf q$, and $c$ the valley state with primitive wavevector $\mathbf q+\mathbf g$. In the long-wavelength limit, the optical coupling is proportional to
\begin{equation}
\mathbf M=\int\psi_v^*(\mathbf r)\,\hat{\mathbf p}\,\psi_c(\mathbf r)\,d^3r ,
\end{equation}
with the integral over a periodic crystal. Shifting the integration variable by $\mathbf R_0$ changes neither the integral nor $\hat{\mathbf p}$, but the two Bloch phases multiply the integrand:
\begin{equation}
\mathbf M=e^{-i\mathbf q\cdot\mathbf R_0}
e^{i(\mathbf q+\mathbf g)\cdot\mathbf R_0}\mathbf M
=e^{i\mathbf g\cdot\mathbf R_0}\mathbf M=-\mathbf M .
\end{equation}
Hence $\mathbf M=0$. The two states share a large-cell label, yet light does not connect them at this order. The same argument, with a suitable primitive translation, excludes every valence state whose primitive wavevector differs from the valley's. Only valence states at the valley's own primitive wavevector $\mathbf q+\mathbf g$ can couple to it; those transitions were already vertical before folding, and folding adds no new ones.

The gap is also still indirect in the folded picture: silicon's valence maximum is at $\Gamma$, whereas the conduction minimum is at $\mathbf q\ne0$. Nor has the momentum that a phonon must supply shrunk to $0.15$. In the perfect crystal it is fixed modulo primitive reciprocal vectors, and $0.85$ differs from $-0.15$ by $\mathbf g$, which is not one of them.

\subsection*{4. Numbers for silicon}

With the rough value $a=0.543$ nm,
\begin{align}
\frac{2\pi}{a}&=11.57\ \mathrm{nm}^{-1},\\
0.85\,\frac{2\pi}{a}&=9.84\ \mathrm{nm}^{-1},\\
|\mathbf q|=0.15\,\frac{2\pi}{a}&=1.74\ \mathrm{nm}^{-1}.
\end{align}
The cubic zone ends at $\pi/a=5.79$ nm$^{-1}$.

\paragraph{Band model.} The energies come from a local empirical pseudopotential. Each Fourier component of the potential is an atomic form factor times the structure factor
\begin{equation}
S(\mathbf G)=\frac1N\sum_{j=1}^{N}e^{-i\mathbf G\cdot\mathbf r_j}.
\end{equation}
The form factors are $-0.21$, $0.04$ and $0.08$ Ry at $|\mathbf G|^2=3$, $8$ and $11$ in units of $(2\pi/a)^2$. They are rounded, fitted inputs. Linear interpolation is used between them, the first value is kept below $3$, and the form factor falls linearly to zero at $12$. Plane waves with $|\mathbf k+\mathbf G|^2<20.5\,(2\pi/a)^2$ are kept. Spin-orbit coupling, nonlocality and lattice vibrations are omitted.

The eight atoms sit at the four fcc sites displaced by $\pm(a/8)(1,1,1)$. Summing each pair gives a cosine, and summing the sites gives
\begin{equation}
\begin{split}
S={}&\tfrac14\left[1+(-1)^{h+k}+(-1)^{h+l}+(-1)^{k+l}\right]\\
&\times\cos\frac{\pi(h+k+l)}4 .
\end{split}
\end{equation}
If $h,k,l$ have mixed parity, two of the three pair sums are odd and the bracket is $1+1-1-1=0$. The potential therefore does not couple plane waves belonging to different primitive wavevectors. The large-cell spectrum at $\mathbf q$ is the union of four primitive spectra, whose fifth bands are as follows; energies are measured from the valence maximum at $\Gamma$.

\begin{center}
\begin{tabular}{cc}
Primitive wavevector & Band 5 (eV)\\
$(-0.15,0,0)$ & 3.07\\
$(0.85,0,0)$ & 0.83\\
$(-0.15,1,0)$ & 1.49\\
$(-0.15,0,1)$ & 1.49
\end{tabular}
\end{center}

Four sources with four filled bands each supply 16 filled bands, so the lowest empty one is band 17. Diagonalizing the eight-atom Hamiltonian puts it at $0.83$ eV, with all its weight, to the six decimals printed, on the source $(0.85,0,0)$. The complete spectra from the two cells agree within $2.1\times10^{-13}$ eV.

\paragraph{What $\Gamma$ alone shows.} At $\Gamma$ of the large cell, band 17 comes from the original $X$ points and lies at $0.96$ eV. Sampling this point alone would suggest a direct gap of $0.96$ eV. The model's actual gap is indirect and equals $0.83$ eV, so the conduction minimum is placed too high by about $0.13$ eV.

Sampling the cubic $x$ axis at multiples of $1/2$ leaves this error unchanged: the added point does not lie below the folded $X$ level. Multiples of $1/4$ include $0.25$, which represents the original $-0.75$, equal in energy to $0.75$ by symmetry, and reduce the error to $62$ meV. Multiples of $1/8$ include $0.125$, representing $-0.875$, and leave a few meV. These figures concern points on this axis.

\paragraph{Optical coupling.} At $\mathbf q$, the highest valence level is at $-0.35$ eV, so the vertical separation from the valley is $0.83+0.35=1.18$ eV. To measure the coupling, sum $|\mathbf M|^2$ over the top two valence states at $\mathbf q$, and divide by the corresponding sum for transitions from those states to primitive bands 5--7 at the same wavevector. The ratio is $4.5\times10^{-31}$, zero to rounding error.

Now move one atom in every eight-atom cell by $0.005$ nm along $(1,2,3)$. The cubic periodicity survives, but $\mathbf R_0$ is no longer a symmetry. The ratio becomes about $10^{-4}$. Its size depends on the interpolated form factors and on this repeated displacement, so it illustrates the broken selection rule and does not predict silicon's absorption.

\paragraph{Comparison with real silicon.} The lattice constant and valley position are typical of silicon. The model gap is low: the real one is roughly $1.1$ eV at room temperature. Nearly doubling the plane-wave cutoff, to $40.5\,(2\pi/a)^2$, lowers the model gap by only $10$ meV, to $0.82$ eV, so the cutoff does not explain the difference. The same change moves the $X$ level from $0.96$ to $0.95$ eV, the two $1.49$ eV table entries to $1.48$ eV and the $1.18$ eV vertical separation to $1.17$ eV; the $0.13$ eV and $62$ meV errors, the valley position and the mass keep the digits shown. The model's own minimum is at $0.854$, which folds to $0.146$. Because $d=1-t$ here, a change of $0.01$ in the valley position changes the folded distance by $0.01/0.15=6.7\%$; the second digit of $0.15$ is no firmer than that of $0.85$.

Electrons at $300$ K also spread around the minimum. For a parabolic, nondegenerate valley, equipartition gives $\hbar^2\langle\kappa_x^2\rangle/(2m_l)=k_{\mathrm B}T/2$, hence
\begin{equation}
\kappa_{\mathrm{rms}}=\frac{\sqrt{m_l k_{\mathrm B}T}}{\hbar}.
\end{equation}
With the model mass $m_l=0.87\,m_e$ and $k_{\mathrm B}T=25.9$ meV, this is $0.047$ of the original $\Gamma$--$X$ distance, about a third of $0.15$. The folded point marks the valley's centre, not the wavevector of every electron in it.

A photon of vacuum wavelength $1100$ nm in a medium of index $3.5$, a rough value for silicon, has
\begin{equation}
\frac{2\pi n/\lambda}{2\pi/a}=\frac{na}{\lambda}
=\frac{3.5\times0.543}{1100}=0.0017 .
\end{equation}
This is nearly ninety times smaller than $0.15$, so treating the optical transition as vertical is justified.

Dopants, alloy disorder and interfaces in devices break the assumed periodicity. The folded wavevector is then an approximate label, and states from different primitive wavevectors can mix. A uniform strain that keeps the valley at the same fraction of $\Gamma$--$X$ leaves the ratio $0.15$ unchanged; at fixed fraction, stretching the $x$ edge by $1\%$ would lower the distance in nm$^{-1}$ by about $1\%$. Strain generally moves the valley as well: in the band model this stretch shifts the minimum towards $X$ by roughly $0.001$--$0.003$, depending on how the form factors are interpolated, so the folded distance falls by $2$--$3\%$. The remaining computed values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant a (rough input): 0.543 nm
original Gamma-X distance 2 pi/a: 11.571 nm^-1
valley distance before folding: 9.836 nm^-1
cubic zone face pi/a: 5.786 nm^-1
folded valley, units 2 pi/a: [-0.15  0.    0.  ]
folded distance / original Gamma-X: 0.1500
folded distance: 1.736 nm^-1
folded distance / new Gamma-X: 0.3000
primitive fractional coordinates of k: [0.    0.425 0.425]
cell volume ratio: 4.0
distinct folded valleys: 6
phase ratio for hidden translation: -1.000
form factors at |G|^2 = 3, 8, 11 (input): [-0.21  0.04  0.08] Ry
plane-wave cutoff on |k+G|^2: 20.5 (2 pi/a)^2
plane waves in large cell: 397
largest spectrum mismatch: 2.1e-13 eV
energies below are from the valence top at Gamma
primitive band 5 at 0.85 X: 0.8304 eV
large-cell band 17 at folded point: 0.8304 eV
large-cell band 16 at folded point: -0.3461 eV
large-cell band 17 at Gamma: 0.9579 eV
source [-0.15  0.    0.  ]: band 5 at 3.0701 eV, weight in band 17 0.000000
source [0.85 0.   0.  ]: band 5 at 0.8304 eV, weight in band 17 1.000000
source [-0.15  1.    0.  ]: band 5 at 1.4871 eV, weight in band 17 0.000000
source [-0.15  0.    1.  ]: band 5 at 1.4871 eV, weight in band 17 0.000000
model minimum: 0.8542 of original Gamma-X
model minimum after folding: 0.1458 of original Gamma-X
model indirect gap: 0.8303 eV
gap change with doubled cutoff: -10.12 meV
relative optical strength, perfect crystal: 4.5e-31
atom displacement (input): 0.005 nm
relative optical strength, displaced atom: 9.67e-05
shift of folded distance if 0.85 moves by 0.01: 6.7 percent
model longitudinal mass: 0.872 electron masses
temperature: 300 K, thermal energy: 25.85 meV
thermal rms spread along valley: 0.0470 of Gamma-X
photon wavelength (input): 1100 nm
refractive index (rough input): 3.5
photon wavevector in silicon: 0.00173 of Gamma-X
axis mesh 1 per cubic reciprocal vector: minimum too high by 127.6 meV
axis mesh 2 per cubic reciprocal vector: minimum too high by 127.6 meV
axis mesh 4 per cubic reciprocal vector: minimum too high by 62.3 meV
axis mesh 8 per cubic reciprocal vector: minimum too high by 2.5 meV
\end{verbatim}
